# Boundary stress between tin grains under uniform free heating

A stress calculation for a tin joint has to settle early whether the metal gets one averaged expansion coefficient or each grain gets its own orientation. With one coefficient and uniform elastic constants, a free body heated uniformly has no stress at all. With oriented grains it can carry tens of megapascals. The choice hangs on when adjoining grains obstruct each other's expansion, and how strongly.

Relative orientation and elastic constants do not settle this alone. The direction of the boundary plane can turn the stress off completely, and the size also depends on the expansion difference, the temperature rise, the thickness ratio and the freedom to bend.

## 1. One direction

Take two bonded layers held flat by symmetry, as in a periodic stack, and consider a single in-plane direction. Their thickness fractions are $f_1+f_2=1$, their Young moduli $E_i$ and their expansion coefficients $\alpha_i$. Tension is positive and the temperature rise is $\Delta T$. Bonding makes the strains equal, and the absence of external load makes the total force zero:

$$\frac{\sigma_1}{E_1}+\alpha_1\Delta T=\frac{\sigma_2}{E_2}+\alpha_2\Delta T,\qquad f_1\sigma_1+f_2\sigma_2=0 .$$

Inserting $\sigma_2=-(f_1/f_2)\sigma_1$ in the first equation and multiplying by $f_2$ gives

$$\sigma_1=\frac{f_2(\alpha_2-\alpha_1)\Delta T}{f_2/E_1+f_1/E_2}.$$

Equal coefficients give zero. A very thin layer 1 gives $E_1(\alpha_2-\alpha_1)\Delta T$, since the thick layer imposes its own length. If layer 1 expands more, heating compresses it.

White tin is tetragonal. I use rough expansion coefficients $\alpha_a=15$ and $\alpha_c=31$ ppm/K, so $\Delta\alpha=\alpha_c-\alpha_a=16$ ppm/K, and $\Delta T=100$ K. Let grain 1 have its $c$ axis along the chosen direction and grain 2 an $a$ axis. The rough elastic constants used below give Young moduli of 68.2 and 23.0 GPa. For equal thicknesses,

$$\sigma_1=-\frac{1.60\times10^{-3}}{1/68.2+1/23.0}\ \text{GPa}\approx-28\ \text{MPa}.$$

This omits the second in-plane direction, which will prove important.

## 2. What bonding demands in three dimensions

Let the boundary be the plane $z=0$, with normal $\mathbf n$ along $z$ and grain 1 at $z<0$. The model is linear elasticity with small strains, constant coefficients, and no slip or creep. In each grain

$$\varepsilon=S:\sigma+\alpha\,\Delta T,$$

where $S$ is the compliance tensor and $\alpha$ the expansion tensor, both in laboratory axes.

Displacement is continuous across the bond. Its derivatives along $x$ and $y$ therefore agree on the two sides, and so do $\varepsilon_{xx}$, $\varepsilon_{yy}$ and $\varepsilon_{xy}$. Derivatives along $z$ may jump. With $P=I-\mathbf n\otimes\mathbf n$, which keeps only in-plane components, subtracting the two strain laws gives

$$P(S_1:\sigma_1-S_2:\sigma_2)P=P(\alpha_2-\alpha_1)P\,\Delta T. \tag{1}$$

Nothing was assumed about the outer shape or about bending. If the right side is nonzero, the two stresses cannot both vanish at any interior point of the boundary.

## 3. Which boundaries are free of mismatch

Let $\mathbf c_i$ be the unit vector along the tetragonal axis of grain $i$. Expansion is $\alpha_c$ along it and $\alpha_a$ across it, so

$$\alpha_i=\alpha_a I+\Delta\alpha\,\mathbf c_i\otimes\mathbf c_i .$$

Write $\mathbf p_i$ for the part of $\mathbf c_i$ lying in the boundary. The isotropic term cancels in the difference, leaving the two-by-two matrix

$$D=\Delta\alpha\,(\mathbf p_2\mathbf p_2^{T}-\mathbf p_1\mathbf p_1^{T}).$$

Its trace is $\Delta\alpha(p_2^2-p_1^2)$. Expanding its determinant gives

$$\frac{\det D}{\Delta\alpha^2}=(p_{2x}^2-p_{1x}^2)(p_{2y}^2-p_{1y}^2)-(p_{2x}p_{2y}-p_{1x}p_{1y})^2=-(p_{1x}p_{2y}-p_{1y}p_{2x})^2,$$

because the terms $p_{2x}^2p_{2y}^2$ and $p_{1x}^2p_{1y}^2$ cancel. For $D=0$ both must vanish: the in-plane parts are parallel and equally long, so $\mathbf p_2=\pm\mathbf p_1$. The sign of an axis has no meaning, so choose $\mathbf p_2=\mathbf p_1$. Unit length then fixes the normal component of $\mathbf c_2$ up to sign. The axes are either parallel or mirror images in the boundary.

For two given nonparallel axes, the equality $\mathbf p_2=\pm\mathbf p_1$ means that $\mathbf c_1\mp\mathbf c_2$ has no in-plane part. The boundary normal must lie along $\mathbf c_1-\mathbf c_2$ or $\mathbf c_1+\mathbf c_2$. Every such pair of grains thus has exactly two mismatch-free boundary planes.

Absence of mismatch also suffices for zero stress in a free bicrystal with a planar boundary. When $D=0$, the expansion difference has only components involving $z$, and can be written

$$\alpha_2-\alpha_1=\mathbf g\otimes\mathbf n+\mathbf n\otimes\mathbf g,$$

with $g_x$ and $g_y$ its $xz$ and $yz$ components and $g_z$ half its $zz$ component. Choose

$$\mathbf u_1=\alpha_1\mathbf r\,\Delta T,\qquad \mathbf u_2=\alpha_1\mathbf r\,\Delta T+2z\,\mathbf g\,\Delta T .$$

The displacements agree at $z=0$. The added gradient $2\mathbf g\otimes\mathbf n\,\Delta T$ has symmetric part $(\alpha_2-\alpha_1)\Delta T$, so each grain has precisely its own free thermal strain. The stress is zero everywhere, edges included.

Test this on axes tilted by $45^\circ$ to either side of the normal in the $xz$ plane. The $xz$ expansion components are $-\Delta\alpha/2$ and $+\Delta\alpha/2$, hence $g_x=\Delta\alpha$. The sides of the bicrystal kink by $2\Delta\alpha\Delta T=3.2\times10^{-3}$ rad, and no stress is needed. A three-dimensional energy minimization for a free square plate, four times as wide as thick, found at most $2.4\times10^{-7}$ MPa at the sampled points of this pair.

## 4. Flat layers with full elasticity

Now let $D\neq0$. Far from the edges of a wide plate the stress depends only on $z$. Equilibrium gives $\partial_z\sigma_{iz}=0$, and the free faces then require $\sigma_{iz}=0$ throughout. Only in-plane stress remains. Collect

$$\boldsymbol\varepsilon=(\varepsilon_{xx},\varepsilon_{yy},2\varepsilon_{xy})^T,\qquad
\boldsymbol\sigma=(\sigma_{xx},\sigma_{yy},\sigma_{xy})^T .$$

Then $\boldsymbol\varepsilon=s_i\boldsymbol\sigma_i+\mathbf a_i\Delta T$. Here $s_i$ is the block of the rotated six-by-six compliance matrix for these components, and $\mathbf a_i=(\alpha_{xx},\alpha_{yy},2\alpha_{xy})^T$ for grain $i$. Put $\mathbf d=\mathbf a_2-\mathbf a_1$, which holds the same information as $D$.

In the flat case both layers have the same uniform strain. Equality of strains and zero net force give

$$s_1\boldsymbol\sigma_1-s_2\boldsymbol\sigma_2=\mathbf d\,\Delta T,\qquad \boldsymbol\sigma_2=-\frac{f_1}{f_2}\boldsymbol\sigma_1,$$

$$\boldsymbol\sigma_1=f_2\,(f_2s_1+f_1s_2)^{-1}\mathbf d\,\Delta T. \tag{2}$$

The inverse exists because compliance blocks of a stable crystal are positive definite. For $f_1\to0$, $\boldsymbol\sigma_1\to s_1^{-1}\mathbf d\Delta T$, the matrix form of the thin-layer limit in section 1.

The stored energy gives another check. Set $K=f_2s_1+f_1s_2$ and $\mathbf X=K^{-1}\mathbf d\Delta T$, so that $\boldsymbol\sigma_1=f_2\mathbf X$ and $\boldsymbol\sigma_2=-f_1\mathbf X$. The energy per volume is

$$w=\tfrac12 f_1f_2^2\,\mathbf X^Ts_1\mathbf X+\tfrac12f_2f_1^2\,\mathbf X^Ts_2\mathbf X
=\tfrac12f_1f_2\,\mathbf X^TK\mathbf X .$$

It is positive whenever $\mathbf d\neq0$: in this geometry mismatch always costs energy.

**Tin numbers.** The rough stiffnesses are $C_{11}=72$, $C_{12}=59$, $C_{13}=36$, $C_{33}=88$, $C_{44}=22$ and $C_{66}=24$ GPa. Inverting the matrix gives, in 1/TPa, $S_{11}=43.39$, $S_{12}=-33.54$, $S_{13}=-4.03$ and $S_{33}=14.66$. Extra digits are kept so that the arithmetic can be followed.

Let $\mathbf c_1$ lie along $x$ and $\mathbf c_2$ along $z$, with $a$ axes along the remaining coordinates. No in-plane shear arises, so the $xx$ and $yy$ components suffice:

$$s_1=\begin{pmatrix}S_{33}&S_{13}\\S_{13}&S_{11}\end{pmatrix},\quad
s_2=\begin{pmatrix}S_{11}&S_{12}\\S_{12}&S_{11}\end{pmatrix},\quad
\mathbf d=\begin{pmatrix}-\Delta\alpha\\0\end{pmatrix}.$$

For equal thicknesses, (2) becomes $\boldsymbol\sigma_1=(s_1+s_2)^{-1}\mathbf d\Delta T$. Define $A=S_{11}+S_{33}=58.05$, $B=S_{12}+S_{13}=-37.57$ and $C=2S_{11}=86.78$, all in 1/TPa. The determinant is $AC-B^2=3626$ TPa$^{-2}$, and

$$\sigma_{xx}=-\frac{C\,\Delta\alpha\Delta T}{AC-B^2}=-38.3\ \text{MPa},\qquad
\sigma_{yy}=\frac{B\,\Delta\alpha\Delta T}{AC-B^2}=-16.6\ \text{MPa}$$

in grain 1. Grain 2 carries the opposite values.

There is no expansion mismatch along $y$, yet stress appears there. Compression along $x$ makes grain 1 widen along $y$, tension makes grain 2 narrow, and the bond prevents the difference. Setting $B=0$ would recover the 28 MPa of section 1; this coupling raises it to 38 MPa. The von Mises stress is $\sqrt{38.3^2-38.3\times16.6+16.6^2}=33.3$ MPa. The energy density is $\tfrac14(1.60\times10^{-3})(38.3\ \text{MPa})=15.3$ kJ/m³.

## 5. Same misorientation, different boundary

Keep the $90^\circ$ misorientation, equal thicknesses and $\Delta T$ fixed, and rotate both crystals together by $\varphi$ about $y$. This is equivalent to turning the boundary. The in-plane parts of the axes have magnitudes $\cos\varphi$ and $\sin\varphi$, so

$$d_{xx}=\Delta\alpha(\sin^2\varphi-\cos^2\varphi)=-\Delta\alpha\cos2\varphi .$$

The flat-layer stress $\sigma_{xx}$ in grain 1 is:

- $\varphi=0^\circ$: $-38.3$ MPa
- $\varphi=15^\circ$: $-35.3$ MPa
- $\varphi=30^\circ$: $-23.5$ MPa
- $\varphi=45^\circ$: zero

At $30^\circ$ the mismatch has halved, but the stress is still 61% of its initial value. The compliances have rotated too: stress per unit mismatch strain has risen from 24 to 29 GPa. At $45^\circ$ the axes are mirror images, the stress-free case of section 3.

The opposite experiment keeps the mismatch and changes only elasticity. Return to $\varphi=0$ and twist grain 2 by $45^\circ$ about its own $c$ axis. Expansion across $c$ is isotropic, so $\mathbf d$ stays the same. Unit tension along a basal diagonal has components $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\tfrac12$ in the crystal axes; tension along the other diagonal reverses the shear. With $S_{66}=1/C_{66}=41.67$ 1/TPa, the rotated compliances are

$$S_{11}'=\tfrac14(2S_{11}+2S_{12}+S_{66})=15.34,\qquad
S_{12}'=\tfrac14(2S_{11}+2S_{12}-S_{66})=-5.49 .$$

Putting these in $s_2$ changes $A,B,C$ to $30.00,-9.52,58.73$ 1/TPa. The same formulas now give $\sigma_{xx}=-56.2$ and $\sigma_{yy}=-9.1$ MPa. Identical expansion mismatch gives an $xx$ stress larger by nearly half, because tin is much stiffer along the basal diagonal than along $a$ (65 against 23 GPa). With $B=0$ the stress would rise from 28 to 53 MPa; the weaker coupling now adds only 3 MPa instead of 11.

## 6. Letting the bicrystal bend

A free two-layer plate with in-plane mismatch does not stay flat. Away from its edges the in-plane strain is linear, $\boldsymbol\varepsilon=\mathbf e_0+\boldsymbol\kappa z$, and each layer's stress is linear as well. Take equal layer thicknesses $h$. Let $\mathbf b_i$ be the stress of grain $i$ at the boundary and $\mathbf m$ the mean stress in grain 2. Zero net force makes the mean in grain 1 equal to $-\mathbf m$.

A linear stress with mean $\bar{\boldsymbol\sigma}$ and slope $\mathbf k$ contributes a moment of $\bar{\boldsymbol\sigma}h$ times the layer's midpoint, plus $\mathbf kh^3/12$. The midpoints are $\mp h/2$ and the slopes are

$$\mathbf k_1=\frac{2}{h}(\mathbf b_1+\mathbf m),\qquad \mathbf k_2=\frac{2}{h}(\mathbf m-\mathbf b_2).$$

Zero total moment, divided by $h^2$, reads

$$\frac{\mathbf m}{2}+\frac{\mathbf b_1+\mathbf m}{6}+\frac{\mathbf m}{2}+\frac{\mathbf m-\mathbf b_2}{6}=0
\quad\Longrightarrow\quad \mathbf b_2-\mathbf b_1=8\mathbf m .$$

The strain gradient is common, so $s_1\mathbf k_1=s_2\mathbf k_2$, or $s_1\mathbf b_1+s_2\mathbf b_2=(s_2-s_1)\mathbf m$. Continuity of strain at the boundary gives $s_1\mathbf b_1-s_2\mathbf b_2=\boldsymbol\delta$, with $\boldsymbol\delta=\mathbf d\Delta T$. Adding and subtracting these two equations, with $Q_i=s_i^{-1}$,

$$\mathbf b_1=\tfrac12Q_1[\boldsymbol\delta+(s_2-s_1)\mathbf m],\qquad
\mathbf b_2=\tfrac12Q_2[-\boldsymbol\delta+(s_2-s_1)\mathbf m].$$

Insert both in $\mathbf b_2-\mathbf b_1=8\mathbf m$ and multiply by two. Since $(Q_2-Q_1)(s_2-s_1)=2I-Q_2s_1-Q_1s_2$, the result is

$$(14I+Q_2s_1+Q_1s_2)\,\mathbf m=-(Q_1+Q_2)\boldsymbol\delta. \tag{3}$$

For equal stiffness $Q$, this gives $\mathbf m=-Q\boldsymbol\delta/8$ and $\mathbf b_1=Q\boldsymbol\delta/2$. The boundary stress then equals its flat value, while the layer mean is one quarter of it. For equal stiffness and equal thicknesses, bending thus relieves the average without relieving the boundary.

For the tin pair of section 4, with $\delta_{xx}=-1.60\times10^{-3}$, the right side of (3) is $(204,81)$ MPa. The matrix on the left is

$$\begin{pmatrix}17.48&-0.38\\-0.09&17.11\end{pmatrix},$$

so $\mathbf m=(11.8,4.8)$ MPa. The boundary stresses follow as

$$\mathbf b_1=(-50.3,-8.7)\ \text{MPa},\qquad \mathbf b_2=(43.7,29.8)\ \text{MPa}.$$

Here bending increases the compressive $xx$ stress at the boundary from 38 to 50 MPa, although the layer mean falls to 12 MPa. Condition (1) can be checked directly. Grain 1 has elastic $xx$ strain $14.66(-50.3)-4.03(-8.7)=-702$ and grain 2 has $43.39(43.7)-33.54(29.8)=897$, both in units of $10^{-6}$. Their difference is $-1.60\times10^{-3}$, as required.

For $h=50$ µm the strain gradient is $\kappa_{xx}=-22.0$ m$^{-1}$, a bending radius of about 45 mm. Over a width $W=1$ mm the deflection is $|\kappa_{xx}|W^2/8=2.7$ µm, or 2.7% of the plate thickness, which supports the small-deflection treatment.

The layer solution was also compared with a three-dimensional energy minimization of a finite free plate, eight times as wide as thick. At the centre, the largest stress difference was 1.8% of the largest layer stress for this pair, and 1.9% for a pair of general orientations with thickness ratio 4:6. These differences include the truncation error of the polynomial basis used for the plate. In the tin plate, the boundary $xx$ stress in grain 1, one plate thickness in from the middle of an edge facing $x$, was within a few percent of its central value. Near the edge the layer formulas fail for the stress field as a whole, even where this one component stays close to its central value: the nonzero layer forces must build up from zero at the free side through traction across the boundary. In the 1 mm plate, 36% of the area lies within one thickness of an edge.

## 7. Tin at its temperature of use

The expansion anisotropy of about a factor of two and the heating to 398 K are in the regime of tin-rich solder. The free plate is the less typical part, since a real joint is also loaded by its pads and board. The assumption that fails most severely is the absence of inelastic flow. At 398 K tin is at roughly 0.8 of its melting temperature. With an assumed yield stress of 20 MPa, the flat pair would yield after a rise of about 60 K. Creep acts even below that.

To estimate creep, treat the flat pair as two equal and opposite stresses of magnitude $\sigma$, with equal creep rates. This leaves the transverse stress out of the creep law, so the times and stresses below are only rough estimates. The effective modulus is $M=2(38.3\ \text{MPa})/(1.60\times10^{-3})=47.9$ GPa. Half the mismatch rate goes to each grain, so

$$\dot\sigma=M\left[\frac{\Delta\alpha\,\dot T}{2}-\dot\varepsilon_0\left(\frac{\sigma}{\sigma_0}\right)^n\right].$$

I assume a rough rate $\dot\varepsilon_0=10^{-5}$ s$^{-1}$ at $\sigma_0=10$ MPa and 398 K, with $n=6$. During a hold, $\dot T=0$. Separating variables and integrating from the initial stress $\sigma_i$ gives

$$\sigma^{1-n}=\sigma_i^{1-n}+(n-1)M\dot\varepsilon_0\sigma_0^{-n}t .$$

Starting from 38 MPa, the stress halves in about 0.2 s and is about 4 MPa after 600 s. The first time rests on extending the power law above the assumed yield stress, so it says only that relaxation is fast. During heating at 10 K/min near 398 K, setting $\dot\sigma=0$ gives

$$\sigma=\sigma_0\left(\frac{\Delta\alpha\,\dot T}{2\dot\varepsilon_0}\right)^{1/n}\approx7\ \text{MPa}.$$

Under these assumptions creep replaces the elastic 38 MPa by about 4 MPa after the 600 s hold and about 7 MPa during the slow heating near 398 K. Keeping the transverse stress in a von Mises form of the same law shifts the halving time to about 0.4 s and these stresses to about 4.5 and 8.5 MPa. Creep is slower at lower temperature, so earlier in the ramp the stress can pass a higher peak. The elastic formulas describe temperature changes that stay below yield and are too small or too fast for appreciable creep. In slow cycles whose elastic stress range would far exceed the creep-limited stress at every temperature reached, the same mismatch appears mainly as repeated inelastic strain. Creep slows on cooling, so a cycle that is slow enough near 398 K may not be so at its cold end.

For the free flat pair, two other influences are smaller than creep: errors of a few percent in single elastic constants, and interface stress. Lowering $C_{11}$ alone by 5% lowers the flat $xx$ stress by 16%, the largest response to a 5% change in any one constant. The reason is that $S_{11}-S_{12}=1/(C_{11}-C_{12})$: a shift of 3.6 GPa is large beside a difference of 13 GPa. The inputs are room-temperature values. On heating to 398 K tin softens and its expansion anisotropy grows, and these changes need not stay within 5%: a 10% drop in $C_{11}$ alone lowers the flat $xx$ stress to 24 MPa, while $\Delta\alpha=18$ ppm/K alone raises it to 43 MPa. The elastic tin stresses are therefore uncertain by tens of percent. An assumed interface stress of 1 N/m divided by one layer thickness of 50 µm is 0.02 MPa; since both layers share the force, the stress averaged over both changes by only half of that.

For the opening decision, one averaged coefficient can represent the overall expansion of a joint with many grains and no preferred orientation. In a joint of one or a few grains, even the overall expansion can depend on direction. In either case a single coefficient removes the loading that comes from unequal expansion of adjoining grains. Where that loading matters, the model needs both crystal orientations and the boundary normal, and for slow heating near 398 K it needs creep as well. The numerical output lists the inputs and the main results.

## Numbers as computed

```
Rough inputs for white tin (GPa): C11=72, C12=59, C13=36, C33=88, C44=22, C66=24
Expansion along a, c: 15, 31 ppm/K
Temperature rise: 100 K, to 398 K
Grain thickness 50 um each, plate width 1 mm
S11, S12: 43.39, -33.54 1/TPa
S13, S33: -4.03, 14.66 1/TPa
Young modulus along a, c: 23.0, 68.2 GPa
Free strain mismatch along x: -1.60 e-3
Flat, grain 1 stress xx, yy: -38.3, -16.6 MPa
Flat, grain 2 stress xx, yy: 38.3, 16.6 MPa
Flat, von Mises stress: 33.3 MPa
Flat, elastic energy density: 15.3 kJ/m3
Bent, grain 1 at boundary xx, yy: -50.3, -8.7 MPa
Bent, grain 2 at boundary xx, yy: 43.7, 29.8 MPa
Bent, grain 1 layer mean xx, yy: -11.8, -4.8 MPa
Bent, grain 2 layer mean xx, yy: 11.8, 4.8 MPa
Bending strain gradient xx, yy: -21.97, -0.48 1/m
Boundary turned at fixed 90 degree misorientation, flat layers:
  turn  0 deg: mismatch -16.00 ppm/K, grain 1 xx, yy -38.3, -16.6 MPa
  turn 15 deg: mismatch -13.86 ppm/K, grain 1 xx, yy -35.3, -15.3 MPa
  turn 30 deg: mismatch -8.00 ppm/K, grain 1 xx, yy -23.5, -10.2 MPa
  turn 45 deg: mismatch -0.00 ppm/K, grain 1 xx, yy -0.0, -0.0 MPa
Grain 2 twisted 45 deg about c, flat grain 1 xx, yy: -56.2, -9.1 MPa
3D plate against layer solution, largest deviation: general 1.87 %, example pair 1.78 %
Mirror pair, largest 3D stress found: 2.4e-07 MPa
Neglected effects (rough assumed parameters):
  T / melting T: 0.80 (melting near 500 K)
  assumed yield stress: 20 MPa
  flat von Mises / yield: 1.66
  temperature rise to yield, flat: 60 K
  assumed creep rate: 1e-05 1/s at 10 MPa, exponent 6
  effective modulus for relaxation: 47.9 GPa
  time to halve flat xx stress at 398 K: 0.16 s
  flat xx stress magnitude after 600 s hold: 3.7 MPa
  creep-limited stress at 10 K/min near 398 K: 7.1 MPa
  largest stress change for 5 % change of one constant: -16 % (C11 x 0.95)
  boundary xx stress one plate thickness from edge / centre: 0.99
  area within one plate thickness of an edge: 36 %
  bending deflection: 2.7 um, 2.7 % of plate thickness
  stress from assumed 1 N/m interface stress: 0.020 MPa
```
